# Does a stretched-out C-V curve prove a large interface-state density?

## Question

I have a metal-oxide-silicon capacitor on p-type silicon with \(10^{16}\) acceptors per cm³ and a 20 nm oxide. Its high-frequency C-V curve is clearly stretched along the voltage axis compared with the ideal one. Terman analysis gives an interface-state density of about \(1.1\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}\) close to flat band, and the extracted density is positive everywhere from flat band to the onset of inversion.

My reasoning is that fixed oxide charge shifts the curve rigidly, while interface states change their charge with bias and stretch it. The curve is stretched, so the states must be there, at roughly the density found. A colleague objects that the fixed charge may vary across the gate. Can that matter so much, and would I not notice it in the extracted profile?

## Answer

A rigid shift follows from fixed charge only if the charge is the same everywhere under the gate. If it varies, the measured curve is an average of curves with different shifts, and around its steepest part this average is stretched without any interface states. For your structure a standard deviation of \(2\times10^{11}\ \mathrm{cm^{-2}}\) is enough to produce nearly the whole density you found close to flat band. The profile may or may not give the cause away.

### The ideal curve

Let \(\psi\) be the surface potential, positive in depletion, \(V\) the gate voltage measured from flat band, \(v_t=kT/q\), and \(C_{ox}\) the oxide capacitance per area. I assume Boltzmann statistics, full ionization, and uniform doping and oxide thickness.

At depth \(x\), where the potential is \(\psi(x)\), the hole density is \(N_Ae^{-\psi/v_t}\) and the electron density is \((n_i^2/N_A)e^{\psi/v_t}\). With \(v=\psi/v_t\), \(m=(n_i/N_A)^2\) and \(L^2=\varepsilon v_t/(qN_A)\), Poisson's equation is

\[
\psi''=\frac{v_t}{L^2}\left[1-e^{-v}+m(e^{v}-1)\right].
\]

Multiplying by \(\psi'\) and integrating from the neutral bulk, where \(\psi=\psi'=0\), gives the field \(F=-\psi'\):

\[
F^2=\frac{2v_t^2}{L^2}\left[e^{-v}+v-1+m(e^v-v-1)\right],
\]

with \(F\) taking the sign of \(\psi\). The silicon charge must be balanced on the gate, so the oxide drops \(\varepsilon F/C_{ox}\), and the ideal gate voltage is

\[
V_0(\psi)=\psi+\frac{\varepsilon F(\psi)}{C_{ox}} .
\]

For the high-frequency capacitance I let the electrons follow the dc bias but stay frozen in space during the ac signal. Only holes respond, with \(\delta p=-p\,\delta\psi/v_t\), so

\[
\delta\psi''=\kappa^2\delta\psi,\qquad \kappa^2=e^{-v}/L^2 .
\]

Define \(y=-\delta\psi'/\delta\psi\). Differentiation gives \(dy/dx=-\delta\psi''/\delta\psi+(\delta\psi'/\delta\psi)^2=y^2-\kappa^2\). Since \(d\psi/dx=-F\),

\[
\frac{dy}{d\psi}=\frac{\kappa^2-y^2}{F},\qquad y(0)=\frac1L .
\]

The ac charge per unit surface potential is \(\varepsilon y\), and in series with the oxide

\[
C=\frac{C_{ox}\,\varepsilon y}{C_{ox}+\varepsilon y}.
\]

Thus \(C\) is a function of \(\psi\) alone. It also falls steadily with \(\psi\). For \(\psi>0\), \(\kappa\) rises towards \(1/L\) in the bulk. If \(y\le\kappa\) at some depth, \(y\) would decrease from there on and could not reach \(1/L\); hence \(y>\kappa\) and \(dy/d\psi<0\). For \(\psi<0\), \(\kappa\) falls towards \(1/L\), and \(y\ge\kappa\) would make \(y\) grow away from \(1/L\); hence \(y<\kappa\), and with \(F<0\) again \(dy/d\psi<0\). Because \(V_0\) rises with \(\psi\), \(C'(V)<0\) throughout in this frozen-electron model. If the inversion electrons may redistribute at fixed total charge, as in a real capacitor, the curve for your structure has a shallow minimum near \(\psi=0.86\) V, so arguments that use monotonicity apply only below that potential. A prime on \(C\) means a voltage derivative; on \(V_0\) it means \(d/d\psi\).

### What Terman analysis measures

Let interface states have density \(D\) per cm² and eV. Raising \(\psi\) by \(d\psi\) volts moves the Fermi level through \(d\psi\) electronvolts of states and adds the charge \(-qD\,d\psi\), which the gate must balance. In a laterally uniform sample

\[
\frac{dV}{d\psi}=V_0'+\frac{qD}{C_{ox}} .
\]

If the states do not follow the ac signal, the measured capacitance still identifies \(\psi\). With \(\Delta V=V-V_0\), the voltage difference at equal capacitance,

\[
D=\frac{C_{ox}}{q}\frac{d\,\Delta V}{d\psi}.
\]

A uniform fixed charge adds a constant to \(\Delta V\) and drops out. The hidden assumption is that one capacitance corresponds to one surface potential for the whole gate.

### Patches without interface states

Now divide the gate into patches, wide compared with the oxide thickness and the depletion width, so that each behaves one-dimensionally and edges can be neglected. An excess \(\delta N\) of positive fixed charge at the interface shifts the local curve by \(u=-q\,\delta N/C_{ox}\). The patches act in parallel:

\[
C_m(V)=\langle C(V-u)\rangle ,
\]

where the brackets denote an area average. Terman analysis assigns to \(\psi\) the voltage at which \(C_m(V)=C(V_0(\psi))\). Differentiating this condition with respect to \(\psi\),

\[
C_m'(V)\frac{dV}{d\psi}=C'(V_0)\,V_0' .
\]

Solving for \(dV/d\psi\), subtracting \(V_0'\) and multiplying by \(C_{ox}/q\) gives the false density

\[
D=\frac{C_{ox}}{q}\,V_0'\left[\frac{C'(V_0)}{C_m'(V)}-1\right].
\]

Consider the capacitance at which the ideal curve is steepest. The measured slope is an average of ideal slopes, so its magnitude cannot exceed the greatest ideal slope. The bracket is therefore non-negative there for any distribution of fixed charge, and positive as soon as some patches sit off the steepest point.

### Why the false density changes sign

Take \(\langle u\rangle=0\) and a small variance \(\sigma^2=\langle u^2\rangle\). To leading order

\[
C_m(V)\simeq C(V)+\tfrac12\sigma^2C''(V).
\]

Set \(V=V_0+\Delta V\) and require \(C_m(V)=C(V_0)\). Since \(\Delta V\) is itself of order \(\sigma^2\), the terms of that order give \(C'\Delta V+\tfrac12\sigma^2C''=0\), or

\[
\Delta V=-\frac{\sigma^2}{2}\frac{C''}{C'}=-\frac{\sigma^2}{2}\frac{d}{dV}\ln|C'| .
\]

One more derivative, with \(d/d\psi=V_0'\,d/dV\), yields

\[
D\simeq-\frac{C_{ox}\sigma^2}{2q}\,V_0'\,\frac{d^2}{dV^2}\ln|C'| .
\]

At the maximum of \(|C'|\) the logarithm bends downwards and \(D\) is positive. In depletion the opposite happens. There \(e^{-v}\) and the electrons are negligible, so \(F^2=2(v_t/L)^2(v-1)\). Define the width \(W\) by \(\varepsilon F=qN_AW\). Then

\[
\psi-v_t=\frac{qN_AW^2}{2\varepsilon},\qquad
V_0-v_t=\frac{qN_AW^2}{2\varepsilon}+\frac{qN_AW}{C_{ox}} .
\]

All the silicon charge is now majority-carrier depletion charge, so \(\varepsilon y=\varepsilon\,dF/d\psi=\varepsilon/W\), and \(C_{ox}/C=1+C_{ox}W/\varepsilon\). Squaring and comparing with the expression for \(V_0-v_t\),

\[
\left(\frac{C_{ox}}{C}\right)^2=1+b(V_0-v_t),\qquad b=\frac{2C_{ox}^2}{q\varepsilon N_A}.
\]

Hence \(|C'|=\tfrac12C_{ox}b\,[1+b(V_0-v_t)]^{-3/2}\), whose logarithm has the positive second derivative \(\tfrac32b^2/[1+b(V_0-v_t)]^2\). The false density in depletion is

\[
D\simeq-\frac{3C_{ox}\sigma^2}{4q}\,V_0'\,\frac{b^2}{[1+b(V_0-v_t)]^2}<0 .
\]

As a check, take \(\sigma=3\) mV and \(\psi=0.3\) V. The flat-band ratio \(C/C_{ox}=0.595\) means \(\varepsilon/(LC_{ox})=0.595/0.405=1.47\), so \(b=2/(1.47^2\times0.02585\ \mathrm V)\approx36\ \mathrm{V^{-1}}\). Then \(C_{ox}W/\varepsilon=\sqrt{b(\psi-v_t)}\approx3.14\), \(1+b(V_0-v_t)\approx4.14^2\approx17.1\) and \(V_0'=1+1/3.14\approx1.32\). With \(C_{ox}/q=1.08\times10^{12}\ \mathrm{cm^{-2}\,V^{-1}}\), the formula gives about \(-4.2\times10^7\ \mathrm{cm^{-2}\,eV^{-1}}\). The small-spread law with the full ideal curve gives \(-4.1\times10^7\).

### Your capacitor

I take a Gaussian spread with standard deviation \(2\times10^{11}\ \mathrm{cm^{-2}}\), at 300 K and with \(n_i=10^{10}\ \mathrm{cm^{-3}}\). A spread of this size over wide patches requires a large-scale non-uniformity of the charge: randomly placed charges at a mean density of \(10^{12}\ \mathrm{cm^{-2}}\) give only about \(3\times10^{10}\ \mathrm{cm^{-2}}\) over patches 300 nm wide, the largest depletion width here. With \(C_{ox}=172.7\ \mathrm{nF/cm^2}\), the local curves are shifted by

\[
\sigma=\frac{(1.602\times10^{-19}\ \mathrm C)(2\times10^{11}\ \mathrm{cm^{-2}})}{1.727\times10^{-7}\ \mathrm{F/cm^2}}\approx0.186\ \mathrm V .
\]

The ideal curve is steepest near \(\psi=16.5\) mV, close to flat band. The Terman density there, with no interface states at all, is

\[
D=1.0\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}} .
\]

With \(V_0'=2.20\), the bracket in the slope formula is \(1.0/(1.08\times2.20)\approx0.42\): an ideal slope 1.42 times the measured one suffices.

This spread is outside the small-spread regime. Scaling the 3 mV value \(4.4\times10^8\) by \((185.6/3)^2\) would give \(1.7\times10^{12}\), which is 70% above the full result. For a spread of \(5\times10^{10}\ \mathrm{cm^{-2}}\) the same scaling gives \(1.06\times10^{11}\) against \(0.99\times10^{11}\), only 7% high. The false density first grows nearly quadratically with the spread and then more slowly.

In mid-depletion the profile dips to \(-1.3\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}\) at \(\psi=0.31\) V. It rises again to \(6.8\times10^{11}\) at 0.74 V, slightly beyond \(2\phi_F=0.714\) V, where \(\phi_F=v_t\ln(N_A/n_i)\). The small-spread law suggests why: as inversion electrons begin to take over the added charge, \(\psi\) moves less and less with voltage, the fall of \(|C'|\) steepens, and its logarithm bends downwards at this onset. The sign and height at this larger spread come from the full average, and the height depends on the frozen-electron model: if the electrons redistribute at fixed total charge, the peak is \(9.6\times10^{11}\) at 0.75 V. Between flat band and the onset of inversion the false profile is thus high at both ends and low in the middle.

### Would you notice?

If the states do not follow the ac signal, a negative density cannot belong to a uniform sample with the assumed doping and oxide thickness, so a clear negative stretch is a warning. Its absence, however, is no acquittal. Suppose every patch also has a uniform real density \(D_r\). Its local voltage becomes \(V_1=V_0+qD_r\psi/C_{ox}\), and its curve \(C_1(V)\) replaces \(C(V)\) in the average. The matching condition now gives

\[
D=\frac{C_{ox}}{q}\left[V_1'\frac{C_1'(V_1)}{C_m'(V)}-V_0'\right].
\]

Raising \(D_r\) in steps of \(0.5\times10^{11}\), I find that \(1.5\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}\) is enough to make the extracted density non-negative from flat band to \(2\phi_F\); its lowest value is then \(1.8\times10^{10}\). At the steepest point Terman analysis reports \(1.12\times10^{12}\), about 7.5 times the real density. This is the situation you describe.

A non-negative profile can be assigned to a uniform sample simply by integrating \(dV/d\psi=V_0'+qD/C_{ox}\). Doing so gives a twin whose high-frequency curve agrees with that of the patchy sample, over this range of \(\psi\), to within \(3\times10^{-9}\,C_{ox}\). No more careful reading of this one curve over that range can tell the two apart.

There is a limit to what charge variation can explain. Because \(C\) is monotonic and continuous, the average \(C_m(V)\) equals \(C(V-u^*)\) for some \(u^*\) between the smallest and largest local shifts. Thus \(\Delta V=u^*\), and without real states

\[
\int_{\psi_1}^{\psi_2}D\,d\psi=\frac{C_{ox}}{q}\left[\Delta V(\psi_2)-\Delta V(\psi_1)\right]\le N_{max}-N_{min},
\]

where \(N_{max}\) and \(N_{min}\) are the extreme fixed-charge densities. If your integrated Terman density exceeds any credible range of fixed charge, variation alone cannot account for it. In the Gaussian example without states, the positive lobe around flat band integrates to \(1.4\times10^{11}\ \mathrm{cm^{-2}}\), about 0.7 of the standard deviation: the density is high because the lobe is narrow in potential.

### A measurement that separates them

Add a low-frequency curve, slow enough for the states to follow, and keep the high frequency too fast for them. Write \(c=C/C_{ox}\). In a uniform sample the series formula gives a silicon-side capacitance \(C_{ox}c/(1-c)\), and states add \(qD\) to it at low frequency. Near flat band, where electrons contribute negligibly,

\[
D=\frac{C_{ox}}{q}\left[\frac{c_{lf}}{1-c_{lf}}-\frac{c_{hf}}{1-c_{hf}}\right].
\]

At the steepest point both twins have \(c_{hf}=0.5453\). The uniform twin has \(c_{lf}=0.6911\), so the bracket is \(2.237-1.199=1.038\) and \(D=1.12\times10^{12}\). The patchy sample has \(c_{lf}=0.5756\), so the bracket is \(1.356-1.199=0.157\) and \(D=1.7\times10^{11}\), close to the real \(1.5\times10^{11}\). For patches without states the result is of order \(10^6\) or less, negligible beside the Terman value.

The remaining excess of 13% has a definite sign. Since \(c=s/(1+s)\) for a silicon-side capacitance \(sC_{ox}\), \(dc/ds=(1-c)^2\). For small \(D_r\) each patch contributes \((1-c)^2qD_r/C_{ox}\) to the difference between the curves, whereas the analysis divides the average difference by \((1-\langle c\rangle)^2\). The ratio of inferred to real density is therefore

\[
\frac{\langle(1-c)^2\rangle}{(1-\langle c\rangle)^2}
=1+\frac{\langle c^2\rangle-\langle c\rangle^2}{(1-\langle c\rangle)^2}\ge1 .
\]

Do not carry this comparison too far towards inversion. At the capacitance assigned to \(\psi=0.5\) V, the patches without states already give a false high-low density of \(8\times10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}\), or \(1.1\times10^{11}\) if \(n_i=1.45\times10^{10}\ \mathrm{cm^{-3}}\) is used. Some patches are closer to inversion than the assigned potential suggests, and their electrons follow the slow signal.

So your stretch-out is compatible with a large density of states that do not follow the ac signal, but does not establish it. Measure the low-frequency capacitance near flat band. If it lies well above the high-frequency value, by the amount the Terman density requires, the states are supported. If the two nearly coincide, a large density of states that follow the slow signal but not the fast one is excluded there, and lateral variation becomes a serious candidate.

The condition on the fast signal is demanding near flat band, where holes are plentiful and states exchange them quickly. The capture time is about \(\tau=1/(a_pv_{th}p_s)\), with \(a_p\) the capture cross-section, \(v_{th}\) the thermal velocity and \(p_s\) the hole density at the surface. For \(a_p=10^{-15}\ \mathrm{cm^2}\), \(v_{th}=10^7\ \mathrm{cm/s}\) and \(p_s=10^{16}\ \mathrm{cm^{-3}}\), \(\tau\) is 10 ns. At 1 MHz \(\omega\tau\) is then only 0.06: such states follow both signals, and coinciding curves do not exclude them. Nor does the Terman formula apply to them, since it assumes states that do not follow the ac signal. The high frequency would have to lie well above 16 MHz. In deeper depletion \(p_s\) falls and the condition is easier to meet, but the states probed there lie at other energies. The slow sweep must, in turn, be slow enough for the states. Variations of doping or oxide thickness, and charge fluctuations narrower than the patches assumed here, need a separate treatment. The numerical output below lists the values used.

## Computed results

```
INPUTS
temperature: 300 K
acceptor density: 1.0e+16 cm^-3
intrinsic density: 1.0e+10 cm^-3
relative permittivity Si: 11.7
relative permittivity oxide: 3.9
oxide thickness: 20 nm
fixed-charge standard deviation: 2.0e+11 cm^-2
IDEAL CURVE
thermal voltage: 25.85 mV
oxide capacitance: 172.7 nF/cm^2
Debye length: 40.9 nm
flat-band C/Cox: 0.595
2 phi_F: 0.714 V
gate voltage at 2 phi_F: 0.996 V
steepest point, psi: 16.5 mV
C/Cox there: 0.545
dV0/dpsi there: 2.199
frozen-electron y*LD at v=31, ODE: 0.12994
same by finite differences: 0.12994
PATCHES WITHOUT INTERFACE STATES
standard deviation of local shift: 185.6 mV
false D at steepest point: 9.966e+11 cm^-2 eV^-1
same, slope formula: 9.967e+11
lowest false D, mid-depletion: -1.261e+11 cm^-2 eV^-1
  at psi: 0.310 V
highest false D, psi 0.6-0.8 V: 6.761e+11 cm^-2 eV^-1
  at psi: 0.738 V
false states in flat-band lobe: 1.440e+11 cm^-2
spread 5.0e+10 cm^-2: false D 9.877e+10 cm^-2 eV^-1
spread 1.0e+11 cm^-2: false D 3.405e+11 cm^-2 eV^-1
spread 2.0e+11 cm^-2: false D 9.966e+11 cm^-2 eV^-1
spread 4.0e+11 cm^-2: false D 2.484e+12 cm^-2 eV^-1
small-spread law, 3 mV, steepest: 4.427e+08 cm^-2 eV^-1
small-spread law, 3 mV, psi=0.3 V: -4.129e+07 cm^-2 eV^-1
high-low D at steepest point: 5.8e+05 cm^-2 eV^-1
high-low D at psi=0.5 V (false): 8.30e+10 cm^-2 eV^-1
PATCHES WITH UNIFORM REAL STATES
real D that hides negative part: 1.50e+11 cm^-2 eV^-1
lowest Terman D, psi 0 to 2 phi_F: 1.84e+10 cm^-2 eV^-1
Terman D at steepest point: 1.119e+12 cm^-2 eV^-1
high-low D at the same point: 1.690e+11 cm^-2 eV^-1
hf C/Cox, patches and twin: 0.5453
lf C/Cox, patches: 0.5756
lf C/Cox, uniform twin: 0.6911
largest hf mismatch of twin, C/Cox: 2.7e-09
```
